# The Quinn-Ferrell electron lifetime: derivation, static screening and limits of validity, part 2

An extra electron in a plane wave $\mathbf k$, at energy $\delta=E-E_F$ above the Fermi level of a uniform, unpolarized electron gas at zero temperature, decays at the rate $1/\tau$. The aim is to derive and test the Quinn-Ferrell formula $\tau\approx263\,r_s^{-5/2}(E-E_F)^{-2}$ fs, with energies in eV. The model uses free-electron energies (on-shell), the golden rule in the Born approximation, and RPA screening.

Units are $\hbar=2m=1$, $e^2=2$, with lengths in bohr and energies in Ry. Then $k^2=k_F^2+\delta$, $k_F=1.91916/r_s$, $E_F=k_F^2$, $v_F=2k_F$, the density is $n=k_F^3/3\pi^2$, the density of states is $N_0=k_F/2\pi^2$, and the plasma frequency obeys $\omega_p^2=16\pi n$.

The electron gives momentum $\mathbf q$ and energy $\omega$ to an electron $\mathbf p$ of the Fermi sea. The interaction $v(q)=8\pi/q^2$ is screened to $W=v/\epsilon$. Both spins together give $2|W(q)|^2-\mathrm{Re}\,W(q)W(q')^*$, with $\mathbf q'=\mathbf k-\mathbf p-\mathbf q$. Only the first, direct term is kept; the second is exchange. With the loss function $L=\mathrm{Im}[-1/\epsilon]$ and $q_\pm=k\pm\sqrt{k^2-\omega}$,

$$\frac1\tau=2\int\frac{d^3q}{(2\pi)^3}\,v(q)\,L(q,\omega)\,\theta(\omega)\,\theta(\delta-\omega).\tag{3}$$

$$\frac1\tau=\frac{2}{\pi k}\int_0^\delta d\omega\int_{q_-}^{q_+}\frac{dq}{q}\,L(q,\omega).\tag{4}$$

The free-gas density response is $\chi_0=-N_0\,g(x,u)$, with $x=q/2k_F$ and $u=\omega/(2k_Fq)$. It gives $\epsilon=\epsilon_1+i\epsilon_2=1+(a^2/q^2)\,g$, where $a^2=4k_F/\pi$ is the square of the Thomas-Fermi wave vector. With $f(y)=(1-y^2)\ln\left|\frac{1+y}{1-y}\right|$,

$$\mathrm{Re}\,g=\frac12+\frac{f(x-u)+f(x+u)}{8x}.\tag{7}$$

$$\mathrm{Im}\,g=\frac{\pi}{8x}\Big\{[1-(u-x)^2]\,\theta(1-|u-x|)-[1-(u+x)^2]\,\theta(1-u-x)\Big\}.\tag{8}$$

$$\mathrm{Im}\,g=\frac{\pi u}{2},\qquad-\mathrm{Im}\chi_0=\frac{k_F}{2\pi^2}\cdot\frac\pi2\cdot\frac{\omega}{2k_Fq}=\frac{\omega}{8\pi q},\qquad\epsilon_2=\frac{\omega}{q^3}\qquad(\omega\le2k_Fq-q^2).\tag{9}$$

Two Pauli restrictions produce the $\delta^2$ law: only targets within $\omega$ of the Fermi level can absorb $\omega$, and $\omega<\delta$. "The program" is the accompanying numerical check.

**Q.** Now the approximation in the title. What is "static screening", and why should I accept it?

**A.** For small $\delta$ every $\omega$ in (4) is small. At fixed $q$, $\epsilon_2$ is of first order in $\omega$. In (7) the change $u\to-u$ only exchanges the two terms $f(x-u)$ and $f(x+u)$; hence $\mathrm{Re}\,g$ is even in $u$, so $\epsilon_1(q,\omega)$ differs from $\epsilon(q,0)$ at second order. To first order in $\omega$ at fixed $q<2k_F$,

$$L\approx\frac{\epsilon_2}{\epsilon(q,0)^2}=\frac{\omega/q^3}{[1+a^2F(x)/q^2]^2}=\frac{\omega\,q}{[q^2+a^2F(x)]^2},\qquad F(x)=g(x,0)=\frac12+\frac{1-x^2}{4x}\ln\left|\frac{1+x}{1-x}\right|.\tag{10}$$

As $\omega\to0$ the linear law (9) holds on an interval that grows to $0<q<2k_F$, because the roots of $\omega=2k_Fq-q^2$ are $k_F\mp\sqrt{k_F^2-\omega}$. For $q>2k_F$ there is no low-frequency loss: two points on the Fermi sphere are at most $2k_F$ apart. Put (10) in (4), set $k\to k_F$, and do the $\omega$ integral, $\frac{2}{\pi k_F}\cdot\frac{\delta^2}{2}$:

$$\frac1\tau=\frac{\delta^2}{\pi k_F}\,I_L,\qquad I_L=\int_0^{2k_F}\frac{dq}{[q^2+a^2F(q/2k_F)]^2}.\tag{11}$$

This is the leading term of the on-shell RPA rate as $\delta\to0$ at any $r_s$. Screening is indispensable: with $a=0$ the integrand is $q^{-4}$, the integral is cut off only at $q\sim\omega/v_F$, where it is of order $\omega^{-3}$, and the $\omega$ integral of $\omega\cdot\omega^{-3}$ diverges at $\omega\to0$. The words "at fixed $q$" hide a region where (10) fails, and its cost is found further on.

**Q.** Equation (11) has no $r_s^{5/2}$ and no 263 in sight.

**A.** They need the second limit. Scale $q=2k_Fx$ and define

$$b=\frac{a}{2k_F},\qquad b^2=\frac{4k_F/\pi}{4k_F^2}=\frac{1}{\pi k_F}=0.16586\,r_s,$$

so that $I_L=(2k_F)^{-3}\int_0^1dx\,[x^2+b^2F(x)]^{-2}$. At high density $b$ is small, and the integrand is a peak of height $b^{-4}$ and width $b$ at $x=0$. There $F\approx F(0)=1$, which is Thomas-Fermi screening. With $F=1$ substitute $x=b\tan\vartheta$, so that $dx=b\,d\vartheta/\cos^2\vartheta$ and $x^2+b^2=b^2/\cos^2\vartheta$:

$$\int_0^1\frac{dx}{(x^2+b^2)^2}=\frac1{b^3}\int_0^{\vartheta_1}\cos^2\vartheta\,d\vartheta=\frac{\vartheta_1+\sin\vartheta_1\cos\vartheta_1}{2b^3},\qquad\tan\vartheta_1=\frac1b .$$

Since $\sin\vartheta_1\cos\vartheta_1=\tan\vartheta_1/(1+\tan^2\vartheta_1)=b/(1+b^2)$,

$$I_{TF}=\frac{1}{(2k_F)^3\,2b^2}\left[\frac{\arctan(1/b)}{b}+\frac1{1+b^2}\right].\tag{12}$$

For $b\to0$, $\vartheta_1\to\pi/2$, which is the same as moving the upper limit of $q$ to infinity:

$$I_\infty=\frac{\pi}{4b^3(2k_F)^3}=\frac{\pi}{4a^3}.\tag{13}$$

The program tests (12) and (13) against quadrature at three values of $b$. Inserting (13) in (11), and using $a^3=8k_F^{3/2}/\pi^{3/2}$,

$$\frac1{\tau_{QF}}=\frac{\delta^2}{4k_Fa^3}=\frac{\pi^{3/2}}{32}\,\frac{\delta^2}{k_F^{5/2}} .\tag{14}$$

To write it with the plasma frequency, note $\omega_p^2=16\pi k_F^3/3\pi^2=16k_F^3/3\pi$, so $k_F^{3/2}=\sqrt{3\pi}\,\omega_p/4$. Then $k_F^{-5/2}=k_F^{3/2}/E_F^2$ and $\frac{\pi^{3/2}}{32}\cdot\frac{\sqrt{3\pi}}{4}=\frac{\sqrt3\,\pi^2}{128}$:

$$\frac1{\tau_{QF}}=\frac{\sqrt3\,\pi^2}{128}\,\omega_p\left(\frac{\delta}{E_F}\right)^2 .\tag{15}$$

This form is a frequency times a ratio of energies and holds in any units. Inverting (14) with $k_F=1.91916/r_s$,

$$\tau_{QF}=\frac{32\times1.91916^{5/2}}{\pi^{3/2}}\;r_s^{-5/2}\delta^{-2}=29.3226\;r_s^{-5/2}\delta^{-2},$$

with $\tau$ in units of $\hbar/\mathrm{Ry}=0.048378$ fs and $\delta$ in Ry. An energy in Ry is the energy in eV divided by $13.60569$, so $\delta^{-2}$ brings the square of that number to the numerator:

$$29.3226\times0.048378\times13.60569^2=262.60,\qquad\tau_{QF}\approx263\;r_s^{-5/2}(E-E_F)^{-2}\ \text{fs eV}^2.\tag{16}$$

The program also evaluates (15) from SI values of $n$, $\omega_p$ and $E_F$ and asserts the same prefactor, $262.60$ fs eV$^2$. That test guards the passage from (14) to (15) and the conversion of units, not the physics before it.

**Q.** A denser gas has more targets, yet (16) makes the electron live longer in it. And the rate goes as $r_s^{5/2}$, while a Born rate should go as $e^4$. Both look wrong.

**A.** Rewrite (14) with $b$. From $a^2=4k_F/\pi$, $\frac{1}{4k_Fa^3}=\frac{1}{k_F^2}\cdot\frac{k_F}{4a\cdot4k_F/\pi}=\frac{1}{E_F}\cdot\frac{\pi}{16a}$. From $a^2b^2=4/\pi^2$, $1/a=\pi b/2$. Hence

$$\frac1{\tau_{QF}}=\frac{\pi^2}{32}\;b\;\frac{\delta^2}{E_F}.\tag{17}$$

The factor $\delta^2/E_F$ is the phase space left by the two Pauli restrictions. The number of electrons does not enter by itself, because the screened interaction at small $q$ is $W=8\pi/a^2=1/N_0$: more states at the Fermi level mean proportionally stronger screening, and the dimensionless amplitude $N_0W$ is one, whatever the density or the charge. What depends on the coupling is the range of momentum transfers over which this amplitude persists, namely $q\lesssim a$ out of the available $2k_F$, a fraction $b$. In ordinary units $a^2\propto e^2$, so the rate (14), which goes as $e^4/a^3$, is proportional to the first power of $e$, which no finite order of perturbation theory in $e^2$ can give; the RPA sum in $1/\epsilon$ is responsible. In terms of density, $1/E_F\propto r_s^2$ and $b\propto r_s^{1/2}$, which makes $r_s^{5/2}$.

Equation (17) also gives the width of the level relative to its distance from the Fermi level, $1/(\tau\delta)=(\pi^2/32)\,b\,\delta/E_F$, which vanishes as $\delta\to0$. That is the condition for a well-defined quasiparticle, and also the condition for the golden rule, which treats the initial state as sharp, to be consistent.

**Q.** A chain of changes of variable can lose a factor of two without anyone noticing. Is there a road to the rate that avoids $\chi_0$ and the variables $(q,\omega)$ altogether?

**A.** The golden rule can be integrated in centre-of-mass variables. Let $\mathbf P=\mathbf k+\mathbf p$ and $\boldsymbol\kappa=(\mathbf k-\mathbf p)/2$, and write the final momenta as $\mathbf P/2\pm\boldsymbol\kappa'$. The pair energy is $k^2+p^2=P^2/2+2\kappa^2$, and $\mathbf P$ is conserved, so the energy delta function is $\delta(2\kappa^2-2\kappa'^2)=\delta(\kappa-\kappa')/4\kappa$, and $\int\kappa'^2d\kappa'$ leaves $\kappa/4$. The sum over final states becomes an integral over the direction of $\boldsymbol\kappa'$:

$$\frac1\tau=2\pi\int_{p<k_F}\frac{d^3p}{(2\pi)^3}\;\frac{\kappa}{4}\int'\frac{d\Omega'}{(2\pi)^3}\,\big[2W(q)^2-W(q)W(q')\big],\tag{18}$$

for a real static $W$, with $\mathbf q=\boldsymbol\kappa-\boldsymbol\kappa'$ and $\mathbf q'=\boldsymbol\kappa+\boldsymbol\kappa'$. The prime stands for the Pauli restriction. With $c$ the cosine between $\boldsymbol\kappa'$ and $\mathbf P$, $|\mathbf P/2\pm\boldsymbol\kappa'|^2=P^2/4+\kappa^2\pm P\kappa c$, and $P^2/4+\kappa^2=(k^2+p^2)/2$. Both final states are empty when

$$|c|<c_{\max}=\frac{(k^2+p^2)/2-k_F^2}{P\kappa},$$

which is positive only for $p^2>k_F^2-\delta$. It never exceeds one: with $\theta$ the angle between $\mathbf k$ and $\mathbf p$, $4P^2\kappa^2=(k^2+p^2)^2-4k^2p^2\cos^2\theta\ge(k^2-p^2)^2$, so $c_{\max}\le(k^2+p^2-2k_F^2)/(k^2-p^2)\le1$ for $p\le k_F$.

The program does this four-dimensional integral ($p^2$, $\theta$, $c$ and an azimuth) with $W=8\pi/(q^2+a^2)$. The direct part must equal (4) with $L=\epsilon_2/(1+a^2/q^2)^2$ and the exact $\epsilon_2$ of (8), at finite $\delta$ and without any limit. For $r_s=2$, $\delta=0.05$ Ry both roads give $4.333765\times10^{-4}$ Ry; the assertion demands a relative agreement of $10^{-4}$. Extrapolating the centre-of-mass rate divided by $\delta^2$ to $\delta\to0$ gives $0.18185$ Ry$^{-1}$, against $I_{TF}/\pi k_F=0.18186$ Ry$^{-1}$, asserted to $2\times10^{-3}$ relative. The factors in (3), (4), (9) and (11) are thereby confirmed by a calculation that uses none of these equations.

**Q.** You took $b\to0$. With $b^2=0.16586\,r_s$, $b$ is not small at the densities where anyone would use the formula. How large are the corrections?

**A.** Within (11) there are two: $F\neq1$ and the end of the integral at $x=1$. For $x<1$, $\ln\frac{1+x}{1-x}=2\sum_{j\ge0}x^{2j+1}/(2j+1)$. Multiplying by $(1-x^2)/4x$ and collecting the power $x^{2j}$, whose coefficient is $\frac12\big[\frac1{2j+1}-\frac1{2j-1}\big]=-\frac{1}{4j^2-1}$ for $j\ge1$,

$$F(x)=1-\sum_{j\ge1}\frac{x^{2j}}{4j^2-1}=1-\frac{x^2}{3}-\frac{x^4}{15}-\dots$$

So $F<1$ for $0<x\le1$: true static screening is weaker than Thomas-Fermi screening at finite $q$, and $I_L>I_{TF}$ at every density. Cutting off a positive integrand gives $I_{TF}<I_\infty$ at every density. The two corrections to $I_\infty$ have opposite signs.

For their size at small $b$, keep $x^2/3$: the denominator is $\gamma x^2+b^2$ with $\gamma=1-b^2/3$, and rescaling $x$ by $\sqrt\gamma$ multiplies (13) by $\gamma^{-1/2}=1+b^2/6+b^4/24+\dots$. The $x^4$ term changes the denominator by $-b^2x^4/15$ and the integrand by $+\frac{2b^2}{15}x^4/(x^2+b^2)^3$. With $x=b\tan\vartheta$, $\int_0^\infty x^4dx/(x^2+b^2)^3=b^{-1}\int_0^{\pi/2}\sin^4\vartheta\,d\vartheta=3\pi/16b$, so the change is $\pi b/40$, or $b^4/10$ relative to $\pi/4b^3$. The missing tail is $\int_1^\infty dx/(x^2+b^2)^2=\frac13+O(b^2)$, or $4b^3/3\pi$ relative. All remaining terms are bounded by a constant times $b^2$, which is $b^5$ relative. Thus

$$\frac{I_L}{I_\infty}=1+\frac{b^2}{6}-\frac{4b^3}{3\pi}+\Big(\frac1{24}+\frac1{10}\Big)b^4+O(b^5).\tag{19}$$

At $b=0.02$ the program subtracts $1+b^2/6$ from the quadrature of $I_L/I_\infty$, divides by $b^3$, and finds $-0.4215$ against $-4/3\pi=-0.4244$, asserted to two percent. The small positive remainder has the sign and the size of the $b^4$ term of (19) divided by $b^3$. The series is an expansion for small $b$; at larger $r_s$ the integrals themselves are needed:

| $r_s$ | $b$ | $I_{TF}/I_\infty$ | $I_L/I_\infty$ |
|---|---|---|---|
| 0.01 | 0.0407 | 1.0000 | 1.0002 |
| 0.1 | 0.1288 | 0.9991 | 1.0019 |
| 1 | 0.4073 | 0.9762 | 1.0041 |
| 2 | 0.5759 | 0.9427 | 0.9954 |
| 4 | 0.8145 | 0.8766 | 0.9671 |

The last column is the $\delta\to0$ on-shell RPA rate divided by the Quinn-Ferrell rate. It is within half a percent of one at $r_s\le2$ in this table and about three percent below one at $r_s=4$, although $b$ is far from small there. The two opposite corrections nearly cancel. Restoring the upper limit while keeping $F=1$, as in (12), is further from $I_L$ than the plain $I_\infty$ in the rows from $r_s=0.1$ to $4$. The closeness of (16) to the RPA rate at $r_s\sim2$ is a cancellation inside this model and says nothing yet about the accuracy of the model.

**Q.** Back to "at fixed $q$". For any $\omega$ there are wave vectors with $qv_F\sim\omega$, where the electrons cannot follow and screening is not static. The Coulomb interaction is largest exactly there.

Static screening, taken to the limits of small $\delta$ and high density, has given the Quinn-Ferrell lifetime (16), together with the finite-density corrections to the static integral. What remains is the region where screening is not static, the omitted exchange term, a worked example and the conditions for using the formula.
